# Weak-disorder localization length of the Anderson chain and its band-centre anomaly: test program

```python
# Result under test: the Anderson chain
#   t (psi[n+1] + psi[n-1]) + eps[n] psi[n] = E psi[n],
# eps uniform on [-W/2, W/2], has for weak disorder the localization length
#   xi = 24 (4 t^2 - E^2) / W^2 sites for 0 < |E| < 2t,
# but xi = 12 (Gamma(1/4)/Gamma(3/4))^2 t^2 / W^2 at E = 0 (105, not 96).
# xi = 1/gamma, gamma = mean growth rate of ln|psi| per site.
# Symbols: E = 2 t cos k, u = eps/(t sin k), psi[n] = r sin(theta),
# psi[n-1] = r sin(theta - k). Energies in eV, lengths in angstrom.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import gamma as gamma_function

rng = np.random.default_rng(12345)
t = 1.0
W = 0.5
spacing = 3.0
E_generic = 0.6
bohr = physical_constants["Bohr radius"][0] * 1e10


def averaged_length(E, width):
    """Phase-averaged localization length in sites."""
    return 24 * (4 * t**2 - E**2) / width**2


def one_site(theta, k, eps):
    """New phase and log growth, taken from the unexpanded recursion."""
    psi, psi_before = np.sin(theta), np.sin(theta - k)
    psi_next = (2 * np.cos(k) - eps / t) * psi - psi_before
    cosine_part = (psi_next * np.cos(k) - psi) / np.sin(k)
    new_theta = np.arctan2(psi_next, cosine_part)
    return new_theta, 0.5 * np.log(psi_next**2 + cosine_part**2)


def stationary_phase(E, width, modes=40, grid=256, nodes=24):
    """gamma and the moments <exp(2 i m theta)>, m = -modes..modes."""
    k = np.arccos(E / (2 * t))
    theta = np.pi * np.arange(grid) / grid
    x, weight = np.polynomial.legendre.leggauss(nodes)
    weight = weight / 2
    new_theta, growth = one_site(theta[:, None], k, width / 2 * x[None, :])
    m = np.arange(-modes, modes + 1)
    image = np.array([np.exp(2j * q * new_theta) @ weight for q in m])
    to_fourier = np.exp(-2j * np.outer(theta, m)) / grid
    matrix = np.eye(len(m)) - image @ to_fourier
    matrix[modes, :] = 0
    matrix[modes, modes] = 1          # normalization of the density
    right = np.zeros(len(m), complex)
    right[modes] = 1
    moments = np.linalg.solve(matrix, right)
    rate = ((growth @ weight) @ to_fourier @ moments).real
    return rate, moments


def simulate(E, width, chains=20000, burn=1000, steps=3000):
    """gamma and its standard error from the plain recursion."""
    start = rng.uniform(0, 2 * np.pi, chains)
    before, now = np.cos(start), np.sin(start)
    for n in range(burn + steps):
        if n == burn:
            log_start = 0.5 * np.log(before**2 + now**2)
        eps = width * (rng.random(chains) - 0.5)
        before, now = now, (E - eps) / t * now - before
    rates = (0.5 * np.log(before**2 + now**2) - log_start) / steps
    return rates.mean(), rates.std(ddof=1) / np.sqrt(chains)


# Second-order expansions of the phase step and of the log growth
theta = np.linspace(0, np.pi, 101)
k_test = 1.1
for u in (0.01, -0.02):
    new, growth = one_site(theta, k_test, u * t * np.sin(k_test))
    shift = np.angle(np.exp(1j * (new - k_test - theta)))
    s, c = np.sin(theta), np.cos(theta)
    assert np.max(abs(shift - u * s**2 - u**2 * s**3 * c)) < 2 * abs(u)**3
    series = -u * np.sin(2 * theta) / 2 + u**2 * s**2 / 2
    series -= u**2 * np.sin(2 * theta)**2 / 4
    assert np.max(abs(growth - series)) < 2 * abs(u)**3

# End-to-end Green function against the growing solution
sites = 300
eps = W * (rng.random(sites) - 0.5)
H = np.diag(eps) + t * (np.eye(sites, k=1) + np.eye(sites, k=-1))
green = np.linalg.inv(E_generic * np.eye(sites) - H)[0, -1]
before, now = 0.0, 1.0
for e in eps:
    before, now = now, (E_generic - e) / t * now - before
assert abs(np.log(abs(green)) + np.log(t * abs(now))) < 1e-7

# Decay of true eigenstates near the band centre, at stronger disorder.
# Each starting site is weighted by the density of the state there.
W_strong = 2.0
sites, near, far = 1200, 20, 220
total, norm = 0.0, 0.0
for sample in range(100):
    eps = W_strong * (rng.random(sites) - 0.5)
    values, vectors = eigh_tridiagonal(
        eps, t * np.ones(sites - 1), select="v", select_range=(-0.1, 0.1))
    density = vectors[:-1]**2 + vectors[1:]**2
    log_r = 0.5 * np.log(density + 1e-300)
    p = density[300:900]
    right = log_r[300 + near:900 + near] - log_r[300 + far:900 + far]
    left = log_r[300 - near:900 - near] - log_r[300 - far:900 - far]
    total += np.sum(p * (right + left)) / 2 / (far - near)
    norm += np.sum(p)
eigenstate_rate = total / norm
strong_rate = stationary_phase(0.0, W_strong)[0]
# tolerance: about five times the estimated sampling error
assert abs(eigenstate_rate / strong_rate - 1) < 0.08

# Phase moments away from the centre: small, with the derived sizes
W_small = 0.05
k = np.arccos(E_generic / (2 * t))
u2 = W_small**2 / (12 * t**2 * np.sin(k)**2)
moments = stationary_phase(E_generic, W_small)[1]
mid = len(moments) // 2
first, second = abs(moments[mid + 1]), abs(moments[mid + 2])
first_formula = u2 / (8 * np.sin(k))
second_formula = u2 / (8 * abs(np.sin(2 * k)))
assert abs(first / first_formula - 1) < 0.02
assert abs(second / second_formula - 1) < 0.02


def weak_limit(E):
    """xi W^2/t^2 for W -> 0, removing the correction of order W^2."""
    coarse = 0.1**2 / t**2 / stationary_phase(E, 0.1)[0]
    fine = 0.05**2 / t**2 / stationary_phase(E, 0.05)[0]
    return (4 * fine - coarse) / 3


# Weak-disorder limits, including E = t where no anomaly is expected
limits = {}
for E in (E_generic, 1.0, 1.6):
    limits[E] = weak_limit(E)
    assert abs(limits[E] / averaged_length(E, t) - 1) < 5e-4

# Band centre: density of the phase, its moment, and the closed form
centre_rate, centre_moments = stationary_phase(0.0, W_small)
m = np.arange(-mid, mid + 1)
density = (np.exp(-2j * np.outer(theta, m)) @ centre_moments).real / np.pi
area = quad(lambda x: 1 / np.sqrt(3 + np.cos(4 * x)), 0, np.pi)[0]
density_formula = 1 / np.sqrt(3 + np.cos(4 * theta)) / area
density_error = np.max(abs(density / density_formula - 1))
assert density_error < 0.01
cos4_numeric = centre_moments[mid + 2].real
cos4_quad = quad(lambda x: np.cos(4 * x) / np.sqrt(3 + np.cos(4 * x)),
                 0, np.pi)[0] / area
gamma_ratio = gamma_function(0.75) / gamma_function(0.25)
cos4_closed = 8 * gamma_ratio**2 - 1
assert abs(cos4_quad - cos4_closed) < 1e-9
assert abs(cos4_numeric - cos4_closed) < 2e-3
cos2_numeric = centre_moments[mid + 1].real
rate_from_moments = W_small**2 / (96 * t**2) * (
    1 - 2 * cos2_numeric + cos4_numeric)
assert abs(rate_from_moments / centre_rate - 1) < 5e-3
centre_constant = 12 / gamma_ratio**2
centre_limit = weak_limit(0.0)
assert abs(centre_limit / centre_constant - 1) < 5e-4
assert centre_limit > 1.05 * averaged_length(0.0, t)

# Crossover: near the centre only E t / W^2 matters
scaled = (0.0, 0.05, 0.1, 0.2, 0.5, 2.0)
W_cross = 0.1
crossover = [W_cross**2 / t**2 / stationary_phase(x * W_cross**2 / t,
                                                W_cross)[0] for x in scaled]
for x, value in zip(scaled, crossover):
    other = 0.05**2 / t**2 / stationary_phase(x * 0.05**2 / t, 0.05)[0]
    assert abs(value - other) < 0.5
assert 97 < crossover[2] < 104
assert abs(crossover[-1] - 96) < 0.5

# Worked example: plain simulation against the stationary phase solution
print(f"hopping t = {t:.1f} eV, disorder width W = {W:.1f} eV")
print(f"lattice spacing = {spacing:.1f} angstrom")
for E in (0.0, E_generic):
    rate = stationary_phase(E, W)[0]
    sim, error = simulate(E, W)
    assert abs(sim - rate) < 4.5 * error
    average = averaged_length(E, W)
    limit = centre_constant * t**2 / W**2 if E == 0 else average
    if E == 0:
        assert abs(1 / average - sim) > 10 * error
        centre_length = spacing / rate
    print(f"E = {E:.1f} eV:")
    print(f"  phase-averaged xi = {average * spacing:.1f} angstrom")
    print(f"  correct weak-disorder xi = {limit * spacing:.1f} angstrom")
    print(f"  finite-W stationary-phase xi = {spacing / rate:.1f} angstrom")
    print(f"  simulated xi = {spacing / sim:.1f} angstrom")
    print(f"  its standard error = {spacing * error / sim**2:.1f} angstrom")
    print(f"  simulated xi W^2/t^2 = {W**2 / t**2 / sim:.2f}"
          f" +- {W**2 / t**2 * error / sim**2:.2f} (no unit)")
print(f"finite-W band-centre xi = {centre_length / bohr:.1f} bohr")
print("weak-disorder limits of xi W^2/t^2 (no unit):")
print(f"  E = 0: numerical {centre_limit:.3f},"
      f" closed form {centre_constant:.3f},"
      f" phase-averaged {averaged_length(0.0, t):.3f}")
for E, value in limits.items():
    print(f"  E = {E:.1f} eV: numerical {value:.3f},"
          f" phase-averaged {averaged_length(E, t):.3f}")
print(f"band centre, W = {W_small:.2f} eV:")
print(f"  <cos 4theta> numerical = {cos4_numeric:.5f}")
print(f"  <cos 4theta> closed form = {cos4_closed:.5f}")
print(f"  1 + <cos 4theta> closed form = {1 + cos4_closed:.5f}")
print(f"  largest relative density error = {density_error:.1e}")
print(f"phase moments at E = {E_generic:.1f} eV, W = {W_small:.2f} eV:")
print(f"  |<exp 2i theta>| = {first:.3e}, formula {first_formula:.3e}")
print(f"  |<exp 4i theta>| = {second:.3e}, formula {second_formula:.3e}")
print(f"return to 96 at W = {W_cross:.1f} eV:")
for x, value in zip(scaled, crossover):
    print(f"  E = {x * W_cross**2 / t:.4f} eV, E t/W^2 = {x:.2f}:"
          f" xi W^2/t^2 = {value:.2f}")
print(f"eigenstate check near E = 0, W = {W_strong:.1f} eV:")
print(f"  decay rate of eigenstates = {eigenstate_rate:.4f} per site")
print(f"  growth rate gamma = {strong_rate:.4f} per site")
print("every check passed")
```

Printed output:

```
hopping t = 1.0 eV, disorder width W = 0.5 eV
lattice spacing = 3.0 angstrom
E = 0.0 eV:
  phase-averaged xi = 1152.0 angstrom
  correct weak-disorder xi = 1260.5 angstrom
  finite-W stationary-phase xi = 1257.8 angstrom
  simulated xi = 1255.3 angstrom
  its standard error = 3.4 angstrom
  simulated xi W^2/t^2 = 104.61 +- 0.28 (no unit)
E = 0.6 eV:
  phase-averaged xi = 1048.3 angstrom
  correct weak-disorder xi = 1048.3 angstrom
  finite-W stationary-phase xi = 1044.9 angstrom
  simulated xi = 1044.8 angstrom
  its standard error = 2.5 angstrom
  simulated xi W^2/t^2 = 87.07 +- 0.21 (no unit)
finite-W band-centre xi = 2376.9 bohr
weak-disorder limits of xi W^2/t^2 (no unit):
  E = 0: numerical 105.045, closed form 105.045, phase-averaged 96.000
  E = 0.6 eV: numerical 87.360, phase-averaged 87.360
  E = 1.0 eV: numerical 72.000, phase-averaged 72.000
  E = 1.6 eV: numerical 34.560, phase-averaged 34.560
band centre, W = 0.05 eV:
  <cos 4theta> numerical = -0.08610
  <cos 4theta> closed form = -0.08611
  1 + <cos 4theta> closed form = 0.91389
  largest relative density error = 9.0e-05
phase moments at E = 0.6 eV, W = 0.05 eV:
  |<exp 2i theta>| = 3.000e-05, formula 3.000e-05
  |<exp 4i theta>| = 5.001e-05, formula 5.000e-05
return to 96 at W = 0.1 eV:
  E = 0.0000 eV, E t/W^2 = 0.00: xi W^2/t^2 = 105.04
  E = 0.0005 eV, E t/W^2 = 0.05: xi W^2/t^2 = 103.57
  E = 0.0010 eV, E t/W^2 = 0.10: xi W^2/t^2 = 101.10
  E = 0.0020 eV, E t/W^2 = 0.20: xi W^2/t^2 = 98.24
  E = 0.0050 eV, E t/W^2 = 0.50: xi W^2/t^2 = 96.46
  E = 0.0200 eV, E t/W^2 = 2.00: xi W^2/t^2 = 96.01
eigenstate check near E = 0, W = 2.0 eV:
  decay rate of eigenstates = 0.0395 per site
  growth rate gamma = 0.0391 per site
every check passed
```
